# Random Deposition Without Relaxation: Poisson Column Heights and Square-Root Roughness, part 1

(Sections cited here and not found follow in the second part.)

## 1. The distribution of column heights

### What scaling and additivity already fix

A film grows from units that arrive at random, react where they land, and stay there. Divide the surface into $M$ equivalent columns. Each reacted unit raises one column by one layer of thickness $d$. The question is how uneven the film becomes after a given amount of growth.

Let $r$ be the rate at which units react on one column, taken constant for the moment, and let $t$ be the growth time. The vertical length in the problem is $d$, and the two quantities that contain time are $r$ and $t$. They form one dimensionless number, $\lambda=rt$, the mean number of layers. The lateral width of a column cannot enter, because no column is influenced by another. The ensemble root-mean-square roughness therefore has the form

$$W=d\,\sqrt{V(\lambda)},\tag{1}$$

where $V(\lambda)$ is the variance of the height counted in layers.

The function $V$ follows from additivity. Split the growth into two successive stages with mean layer numbers $\lambda_1$ and $\lambda_2$. The layers gained in the second stage do not depend on those gained in the first, and the variance of a sum of independent quantities is the sum of their variances:

$$V(\lambda_1+\lambda_2)=V(\lambda_1)+V(\lambda_2).\tag{2}$$

Repeated use of (2) gives $V(q\lambda)=qV(\lambda)$ for every positive rational $q$. Since $V\ge 0$, equation (2) also shows that $V$ never decreases, and this extends the proportionality to real $q$. Hence $V(\lambda)=c\lambda$. To find $c$, take $\lambda\ll1$. A column then holds one unit with probability close to $\lambda$ and is otherwise empty, while double arrivals contribute at higher order in $\lambda$. The variance of such a zero-or-one variable is $\lambda-\lambda^2$, so $c=1$ and

$$W=d\sqrt{\lambda}.\tag{3}$$

This argument gives the roughness but not the distribution of heights. It also leaves open whether a single film of finite size has the roughness (3). Both questions need the explicit model.

### Assumptions

Heights are counted in layers and denoted $h_i$, with $i=1,\dots,M$. Lengths are given in nanometres, the natural unit for a deposited film. The assumptions are these.

1. The substrate is flat: $h_i=0$ at $t=0$.
2. Reactive species strike each column as a Poisson process of rate $k(t)$. In a short interval $dt$ one impact occurs with probability $k\,dt$, two or more occur with a probability that vanishes faster than $dt$, and neither depends on earlier events. Different columns receive independent streams.
3. Each impact leads to reaction with probability $s$, which does not depend on the height of the column or on its history. A species that does not react leaves the surface and does not return.
4. A reacted unit stays on the column it struck. It does not hop, desorb, or attach to the side of a taller neighbour.

The rate $k(t)$ may vary in time, but it is the same for all columns. The reaction rate per column is

$$r(t)=s\,k(t),\tag{4}$$

because an impact and a successful reaction must both occur, and the second has probability $s$ given the first. The mean layer number for a variable flux is defined by

$$\lambda(t)=\int_0^t r(t')\,dt'.\tag{5}$$

### The master equation and its solution

Let $P_j(t)$ be the probability that a chosen column has height $j$. There are two ways to have height $j$ at time $t+dt$, apart from multiple events of negligible probability. Either the column had height $j$ and nothing reacted, or it had height $j-1$ and one unit reacted:

$$P_j(t+dt)=(1-r\,dt)\,P_j(t)+r\,dt\,P_{j-1}(t)+o(dt).\tag{6}$$

Here $o(dt)$ stands for terms that vanish faster than $dt$. Subtract $P_j(t)$, divide by $dt$, and let $dt\to0$:

$$\frac{dP_j}{dt}=r(t)\left(P_{j-1}-P_j\right),\qquad P_{-1}=0,\qquad P_j(0)=\delta_{j0}.\tag{7}$$

The first term on the right is the gain from columns one layer lower. The second is the loss to columns one layer higher. There is no term from $j+1$, because assumption 4 forbids removal.

The loss term can be absorbed into an exponential factor. Define $Q_j=e^{\lambda(t)}P_j$. Since $d\lambda/dt=r$ by (5), the product rule gives

$$\frac{dQ_j}{dt}=r\,e^{\lambda}P_j+e^{\lambda}\,r\,(P_{j-1}-P_j)=r\,Q_{j-1}.\tag{8}$$

For $j=0$ the right side is zero, so $Q_0$ keeps its initial value, $Q_0=1$. Suppose now that $Q_{j-1}=\lambda^{j-1}/(j-1)!$ for some $j\ge1$. Then (8) reads

$$\frac{dQ_j}{dt}=\frac{d\lambda}{dt}\,\frac{\lambda^{j-1}}{(j-1)!}=\frac{d}{dt}\,\frac{\lambda^{j}}{j!}.\tag{9}$$

Both $Q_j$ and $\lambda^j/j!$ vanish at $t=0$ when $j\ge1$, so they are equal at all later times. The assumed form thus passes from $j-1$ to $j$, and it holds for $j=0$. By induction it holds for every $j$, and

$$P_j(t)=e^{-\lambda}\,\frac{\lambda^{j}}{j!}.\tag{10}$$

This is the Poisson distribution. It holds at every time, including the first fraction of a layer, and for any time dependence of the common flux. The history of the flux enters through its integral alone.

A numerical integration of (7) illustrates the last point. The rate was $r(t)=r_0[1+\tfrac12\sin(2\pi t/8\,\mathrm{s})]$ with $r_0=0.7365\ \mathrm{s^{-1}}$, acting for 50 s. Its integral is $\lambda=37.294$ layers. This exceeds $r_0\times 50\ \mathrm{s}=36.825$ because the run ends after six and a quarter periods, and the last quarter period adds more than the average. The probabilities obtained differ from (10) by at most $3.5\times10^{-12}$, and both the mean and the variance are 37.294.

One immediate consequence concerns closure of the film. The fraction of columns still bare is $P_0=e^{-\lambda}$. After one layer's worth of material, a fraction $e^{-1}\approx0.37$ of the substrate is uncovered in this model.

### Mean, variance and skewness

The moments follow from the generating function, which is the sum of $z^jP_j$ over all heights:

$$G(z)=\sum_{j=0}^{\infty}z^jP_j=e^{-\lambda}\sum_{j=0}^{\infty}\frac{(z\lambda)^j}{j!}=e^{\lambda(z-1)}.\tag{11}$$

The series converges for every $z$, so it may be differentiated term by term. At $z=1$ the first derivative is the mean of $j$, and the second is the mean of $j(j-1)$:

$$\langle h\rangle=G'(1)=\lambda,\qquad \langle h(h-1)\rangle=G''(1)=\lambda^2.\tag{12}$$

Angle brackets denote the ensemble average. The variance is then

$$\langle h^2\rangle-\langle h\rangle^2=\langle h(h-1)\rangle+\langle h\rangle-\langle h\rangle^2=\lambda^2+\lambda-\lambda^2=\lambda.\tag{13}$$

This proves (3) from the distribution. In words, the ensemble roughness counted in layers equals the square root of the mean layer number. The statement concerns pure numbers. In length units the factor $d$ must be restored, and with the mean film thickness $T=\lambda d$ one finds

$$W=d\sqrt{\lambda}=\sqrt{T\,d}.\tag{14}$$

At fixed thickness, a film built from thicker layers is rougher. At fixed $d$, the roughness grows without limit, while the relative roughness $W/T=1/\sqrt\lambda$ falls.

The distribution is not symmetric. Setting $z=e^{u}$ in (11) gives $\ln G=\lambda(e^u-1)=\lambda(u+u^2/2+u^3/6+\dots)$. The coefficient of $u^3/3!$ in the logarithm of a moment generating function is the third central moment, which is therefore also $\lambda$. Dividing by the cube of the standard deviation gives the skewness

$$\frac{\lambda}{\lambda^{3/2}}=\frac1{\sqrt{\lambda}}.\tag{15}$$

It is positive: the distribution has a longer tail towards tall columns. The asymmetry fades as the film thickens.

### One beam for the whole surface

Assumption 2 gave each column its own stream. A real source sends one stream to the whole surface, and one may ask whether the columns are then still independent. They are, provided that the total number of impacts is itself a Poisson variable.

Let $K$ be the total number of impacts, Poisson distributed with mean $M\mu$, so that $\mu$ is the mean number of impacts per column. Each impact falls on any column with probability $1/M$ and reacts with probability $s$. It therefore adds a unit to column $i$ with probability $s/M$ and adds nothing with probability $1-s$. Let $H=\sum_ih_i$ be the number of reacted units and $u=K-H$ the number that did not react. For given $K$ the outcomes follow the multinomial law, and summing over $K$ means summing over $u$:

$$P(h_1,\dots,h_M)=\sum_{u=0}^{\infty}e^{-M\mu}\frac{(M\mu)^{H+u}}{(H+u)!}\,\frac{(H+u)!}{u!\,\prod_ih_i!}\left(\frac sM\right)^{H}(1-s)^u.\tag{16}$$

The factorials of $K=H+u$ cancel. The $H$ factors $M\mu$ combine with the $H$ factors $s/M$ to give $(s\mu)^H=\prod_i(s\mu)^{h_i}$. What remains under the sum is an exponential series:

$$P(h_1,\dots,h_M)=\prod_{i}\frac{(s\mu)^{h_i}}{h_i!}\;e^{-M\mu}\sum_{u=0}^{\infty}\frac{[M\mu(1-s)]^u}{u!}.\tag{17}$$

The sum equals $e^{M\mu(1-s)}$. Multiplied by $e^{-M\mu}$ it leaves $e^{-Ms\mu}$, which is one factor $e^{-s\mu}$ for each column:

$$P(h_1,\dots,h_M)=\prod_{i=1}^{M}e^{-s\mu}\,\frac{(s\mu)^{h_i}}{h_i!}.\tag{18}$$

The joint law is a product of Poisson laws with mean $\lambda=s\mu$. The columns are independent, and incomplete reaction lowers the mean without changing the type of distribution. At a given mean layer number, a weakly reactive precursor and a strongly reactive one produce the same statistics in this model.

For a case with $M=5$, $\mu=4$ and $s=0.3$, the sum over $K$ was carried out numerically for the joint law of two columns, with each height running from 0 to 6. It differs from the product of two Poisson laws of mean 1.2 by at most $5.6\times10^{-16}$, which is rounding error.

### A fixed number of deposited units

Sometimes the deposited amount is prescribed instead of the exposure. Let exactly $N$ units react, each on a column chosen uniformly and independently, and write $n=N/M$. A given column has height $j$ if $j$ of the $N$ units chose it:

$$P_j=\binom Nj\frac1{M^j}\left(1-\frac1M\right)^{N-j}.\tag{19}$$

This is a binomial distribution, not a Poisson distribution. No height can exceed $N$, for example. The Poisson law returns for a large surface. Keep $n$ and $j$ fixed, put $N=nM$, and group the factors:

$$P_j=\frac1{j!}\left[\prod_{a=0}^{j-1}\frac{nM-a}{M}\right]\left(1-\frac1M\right)^{nM}\left(1-\frac1M\right)^{-j}.\tag{20}$$

As $M\to\infty$, each of the $j$ factors in the bracket tends to $n$. The next factor tends to $e^{-n}$, because $M\ln(1-1/M)\to-1$. The last factor tends to 1. Therefore

$$P_j\to e^{-n}\,\frac{n^j}{j!}.\tag{21}$$

The distance between two distributions can be measured by half the sum of the absolute differences of their probabilities, called the total variation distance. For $n=4$ the distance between (19) and (21) is $2.52\times10^{-3}$ at $M=100$, $2.51\times10^{-4}$ at $M=1000$ and $2.51\times10^{-5}$ at $M=10\,000$. In this range it falls in proportion to $1/M$.

With $N$ fixed the columns are also weakly correlated. Let $x_{ia}=1$ if unit $a$ is on column $i$, and $x_{ia}=0$ otherwise, so that $h_i=\sum_ax_{ia}$. Different units are independent and contribute nothing to the covariance of two columns $i\ne l$. One unit cannot be on both columns, so $\langle x_{ia}x_{la}\rangle=0$, while $\langle x_{ia}\rangle\langle x_{la}\rangle=1/M^2$. Summing over the $N$ units gives

$$\langle h_ih_l\rangle-\langle h_i\rangle\langle h_l\rangle=-\frac N{M^2}=-\frac nM.\tag{22}$$

The sign is negative because a unit placed on one column is no longer available to another. The correlation comes from the fixed total and not from any interaction, and it vanishes for a large surface.

## 2. Roughness of a film, and a silicon example

Symbols and results carried over: $M$ is the number of columns, $h_i$ the height of column $i$ in layers, $d$ the layer thickness, $s$ the reaction probability, $r$ the reaction rate per column, and $\lambda=\int r\,dt$ the mean layer number. For Poisson arrivals the heights are independent and follow the Poisson law (10), with variance $\lambda$ by (13), so that $W=d\sqrt\lambda$. For a fixed number $N$ of deposited units, $n=N/M$ and the heights are binomial, as in (19).

### The roughness of one film

The ensemble roughness $W$ refers to deviations from the mean over many films. A measurement on one film uses the mean height of that film, $\bar h=N/M$, and gives

$$w^2=\frac1M\sum_{i=1}^M\left(h_i-\bar h\right)^2=\frac1M\sum_{i=1}^Mh_i^2-\frac{N^2}{M^2}.\tag{23}$$

The second form follows by expanding the square and using $\sum_ih_i=N$. The quantity $w^2$ varies from film to film, so the square-root law for one film can be a statement about its mean and its limit, but not an identity.

For fixed $N$ the statistics of $w^2$ can be found by counting pairs. Let $C$ be the number of pairs of units that share a column. A column of height $h_i$ contains $h_i(h_i-1)/2$ such pairs, so $2C=\sum_ih_i^2-N$. Inserting this in (23) gives

$$w^2=\frac{N+2C}{M}-\frac{N^2}{M^2}.\tag{24}$$

There are $N(N-1)/2$ pairs in all, and each shares a column with probability $1/M$. Hence $\langle C\rangle=N(N-1)/(2M)$, and

$$\langle w^2\rangle=\frac NM+\frac{N(N-1)}{M^2}-\frac{N^2}{M^2}=n\left(1-\frac1M\right).\tag{25}$$

This is the variance of the binomial law (19). With $N$ fixed, the film's own mean equals the ensemble mean $n$, so the factor $1-1/M$ comes from the fixed total and not from the choice of reference height.

For the variance, consider two different pairs. If they have no unit in common, their coincidences are independent. If they have one unit in common, both coincide when three units share a column. This has probability $1/M^2$, the product of the separate probabilities. Two different pairs are thus uncorrelated in either case, and the variances of the pair indicators add. Each is $(1/M)(1-1/M)$, and by (24) the variance of $w^2$ is $4/M^2$ times that of $C$:

$$\mathrm{Var}(w^2)=\frac4{M^2}\,\frac{N(N-1)}2\,\frac1M\left(1-\frac1M\right)=\frac{2N(N-1)(M-1)}{M^4}.\tag{26}$$

For seven units on three columns there are $3^7=2187$ placements. Enumerating all of them gives a mean $w^2$ of 1.55556 and a variance of 2.07407, in agreement with $14/9$ from (25) and $168/81$ from (26). The covariance of two columns is $-0.77778$, as (22) requires.

For Poisson arrivals, the column heights are independent and Poisson distributed, with ensemble roughness $W=d\sqrt\lambda$, and for a fixed number of deposited units the mean and variance of the squared roughness $w^2$ of a single film are known. It remains to show that a large film follows the square-root law, and to examine probe averaging, changes to the assumptions, and a silicon example.

Numerical values quoted here were computed with a short program.
